\section*{Exact inversion by the hyperbolic-secant pulse: thresholds, ripple, band and truncation, part 1}

(Sections cited here and not found follow in the second part.)

\section{The model}

Q. The claim to examine is that the hyperbolic-secant pulse inverts a spin whatever its amplitude, once that amplitude is large enough. Before I doubt it I want the Hamiltonian, with signs.

A. Take one spin-1/2 with operators $I_k=\sigma_k/2$, Larmor frequency $\omega_0$, and a drive $2\omega_1(t)\cos[\omega_ct+\phi(t)]I_x$. The drive is a sum of two circular parts. In the frame turning at the carrier $\omega_c$ one part varies slowly and the other turns near $2\omega_c$. The rotating-wave approximation drops the second, which requires amplitude, sweep and offset to be small against $|\omega_0|$. Relaxation and couplings to other spins are neglected. With the offset $\Omega=\omega_0-\omega_c$,
\begin{equation}
H/\hbar=\Omega I_z+\omega_1(\cos\phi\,I_x+\sin\phi\,I_y),\qquad
\omega_1e^{i\phi}=\omega_1^{m}\,[\operatorname{sech}\beta t]^{1+i\mu},
\end{equation}
with $\mu\ge0$ and, for now, $-\infty<t<\infty$. Hence $\omega_1=\omega_1^m\operatorname{sech}\beta t$ and $\phi=-\mu\ln\cosh\beta t$. The instantaneous frequency $\omega_c+d\phi/dt=\omega_c-\mu\beta\tanh\beta t$ falls from $\omega_c+\mu\beta$ to $\omega_c-\mu\beta$. Set $\tau=\beta t$, $a=\omega_1^m/\beta$, $\delta=\Omega/\beta$, $w=a\operatorname{sech}\tau$, with a dot for $d/d\tau$. Since $\cos\phi\,\sigma_x+\sin\phi\,\sigma_y$ has $e^{-i\phi}$ above the diagonal and $e^{i\phi}$ below it, the spin-up and spin-down amplitudes obey
\begin{equation}
i\dot c_1=\tfrac{\delta}{2}c_1+\tfrac{w}{2}e^{-i\phi}c_2,\qquad
i\dot c_2=\tfrac{w}{2}e^{i\phi}c_1-\tfrac{\delta}{2}c_2 .
\end{equation}
The substitution $c_1=e^{-i\delta\tau/2}b_1$, $c_2=e^{i\delta\tau/2}b_2$ cancels the diagonal terms and leaves populations unchanged:
\begin{equation}
i\dot b_1=\tfrac{w}{2}e^{i\Phi}b_2,\qquad i\dot b_2=\tfrac{w}{2}e^{-i\Phi}b_1,\qquad
\Phi=\delta\tau-\phi=\delta\tau+\mu\ln\cosh\tau .
\label{pair}
\end{equation}
The rate $\Delta=\dot\Phi=\delta+\mu\tanh\tau$ is the detuning of the spin from the instantaneous drive frequency. It passes through zero if $|\delta|<\mu$ and keeps its sign if $|\delta|>\mu$.

\section{Reduction to the hypergeometric equation}

Q. Two-level problems with a swept detuning are not solvable in general. What is special here?

A. Eliminate $b_2$. The first equation gives $b_2=2ie^{-i\Phi}\dot b_1/w$. Differentiating the first equation and inserting the second,
\begin{equation}
i\ddot b_1=\Big(\frac{\dot w}{w}+i\Delta\Big)\frac{w}{2}e^{i\Phi}b_2+\frac{w}{2}e^{i\Phi}\dot b_2
=\Big(\frac{\dot w}{w}+i\Delta\Big)i\dot b_1-i\frac{w^2}{4}b_1 .
\end{equation}
With $\dot w/w=-\tanh\tau$,
\begin{equation}
\ddot b_1+\big[(1-i\mu)\tanh\tau-i\delta\big]\dot b_1+\tfrac{a^2}{4}\operatorname{sech}^2\tau\;b_1=0 .
\end{equation}
The coefficient of $\dot b_1$ is linear in $\tanh\tau$, and the coefficient of $b_1$ is a multiple of $\operatorname{sech}^2\tau=1-\tanh^2\tau$, which is the derivative of $\tanh\tau$. That is the special feature. Polynomial coefficients alone would not suffice: a $\tanh^2\tau$ term in the detuning would make the point $z=\infty$ of the equation below an irregular singular point. Put $z=(1+\tanh\tau)/2$, which runs from 0 to 1. Then $\tanh\tau=2z-1$, $\operatorname{sech}^2\tau=4z(1-z)$, $\dot z=2z(1-z)$ and $\ddot z=2(1-2z)\dot z$. With primes for $d/dz$, $\dot b_1=\dot zb'$ and $\ddot b_1=\dot z^2b''+\ddot zb'$. Dividing the equation by $4z(1-z)=2\dot z$ gives
\begin{equation}
z(1-z)b''+\Big[(1-2z)-\tfrac{1-i\mu}{2}(1-2z)-\tfrac{i\delta}{2}\Big]b'+\tfrac{a^2}{4}b=0 .
\end{equation}
The bracket equals $\tfrac{1+i\mu}{2}(1-2z)-\tfrac{i\delta}{2}=\tfrac12[1+i(\mu-\delta)]-(1+i\mu)z$. Comparison with the hypergeometric equation $z(1-z)b''+[c-(A+B+1)z]b'-ABb=0$ requires $A+B=i\mu$ and $AB=-a^2/4$, so $A$ and $B$ are the roots of $x^2-i\mu x-a^2/4=0$:
\begin{equation}
A,B=\frac{i\mu\pm s}{2},\qquad s=\sqrt{a^2-\mu^2},\qquad c=\frac{1+i(\mu-\delta)}{2}.
\end{equation}
The amplitude enters through $s^2$ alone and the offset through $c$ alone.

Q. A second-order equation has two solutions. Near $z=0$ one of them vanishes, so $b_1(-\infty)=1$ cannot exclude it.

A. It cannot, and the condition on $b_2$ is needed. The trial form $b=z^r\sum f_nz^n$ gives at lowest order $r(r-1+c)=0$. Since $\operatorname{Re}c=1/2$, the roots $r=0$ and $r=1-c$ do not differ by an integer and both give series solutions. For $r=0$ the coefficient of $z^n$ gives $(n+1)(n+c)f_{n+1}=(n+A)(n+B)f_n$, so
\begin{equation}
F(A,B;c;z)=\sum_{n=0}^\infty\frac{(A)_n(B)_n}{(c)_n\,n!}z^n,\qquad (x)_n=x(x+1)\cdots(x+n-1).
\end{equation}
For $r=1-c$ the solution starts as $z^{1-c}$, of modulus $\sqrt z$. Its partner follows from $b_2=2ie^{-i\Phi}\dot b_1/w$ with $\dot b_1\simeq2(1-c)z^{1-c}$ and $w=2a\sqrt{z(1-z)}$, so $|b_2|\to2|1-c|/a\neq0$. This solution is the spin that starts down, and $b_2(-\infty)=0$ removes it. For $r=0$, the identity $(x)_{n+1}=x(x+1)_n$ gives $F'=(AB/c)F(A+1,B+1;c+1;z)$, and with $AB=-a^2/4$ and $\dot z/w=\sqrt{z(1-z)}/a$,
\begin{equation}
b_1=F(A,B;c;z),\qquad
b_2=-\frac{ia}{2c}\sqrt{z(1-z)}\,e^{-i\Phi}F(A+1,B+1;c+1;z),
\label{sol}
\end{equation}
where $b_2$ vanishes as $\sqrt z$. Conjugating the two equations (\ref{pair}) shows that $(-b_2^*,b_1^*)$ solves them too, and it starts at $(0,1)$. The propagator from $-\infty$ is therefore
\begin{equation}
U(\tau)=\begin{pmatrix}b_1&-b_2^*\\ b_2&b_1^*\end{pmatrix}.
\end{equation}
With $P=|b_2(\infty)|^2=1-|b_1(\infty)|^2$, both starting states flip with the same $P$, so any initial polarization along $z$ is multiplied by $M_z=1-2P$.

\section{The final state}

Q. You need $F$ at $z=1$, on the edge of its disc of convergence. Does the limit exist, and what is it?

A. The ratio of successive terms at $z=1$ is
\begin{equation}
\frac{(n+A)(n+B)}{(n+c)(n+1)}=1-\frac{1+c-A-B}{n}+O(n^{-2}),\qquad c-A-B=\frac{1-i(\mu+\delta)}{2}.
\end{equation}
The real part of $1+c-A-B$ is $3/2$, so the terms fall as $n^{-3/2}$. The series converges absolutely, and its sum is the limit $z\to1$. To evaluate it, take first $0<s<1$, so that $0<\operatorname{Re}A<\operatorname{Re}c$. The beta integral $\int_0^1x^{p-1}(1-x)^{q-1}dx=\Gamma(p)\Gamma(q)/\Gamma(p+q)$ and $(x)_n=\Gamma(x+n)/\Gamma(x)$ give
\begin{equation}
\frac{(A)_n}{(c)_n}=\frac{\Gamma(c)}{\Gamma(A)\Gamma(c-A)}\int_0^1x^{A+n-1}(1-x)^{c-A-1}dx .
\end{equation}
Summing with $\sum_n(B)_n(xz)^n/n!=(1-xz)^{-B}$, whose modulus $(1-xz)^{s/2}$ is at most 1, allows the limit $z\to1$ under the integral. That integral becomes $\int_0^1x^{A-1}(1-x)^{c-A-B-1}dx=\Gamma(A)\Gamma(c-A-B)/\Gamma(c-B)$, which yields Gauss's sum
\begin{equation}
b_1(\infty)=\frac{\Gamma(c)\,\Gamma(c-A-B)}{\Gamma(c-A)\,\Gamma(c-B)} .
\label{gauss}
\end{equation}

Q. That covers a narrow range of amplitude.

A. Hold $\mu$ and $\delta$ fixed and let $s$ be complex. Each term of the series is a polynomial in $s$, and the $n^{-3/2}$ bound holds uniformly for bounded $s$, so the sum is an entire function of $s$. The right side of (\ref{gauss}) is entire too, because $c$ and $A+B$ do not depend on $s$ and $1/\Gamma$ is entire. Two entire functions that agree on an interval agree everywhere, including imaginary $s$, which is $a<\mu$.

Q. Then take the modulus.

A. The tools are the reflection formula $\Gamma(\tfrac12+x)\Gamma(\tfrac12-x)=\pi/\cos\pi x$ and $\Gamma(x)^*=\Gamma(x^*)$, which together give $|\Gamma(\tfrac12+iy)|^2=\pi/\cosh\pi y$ for real $y$. With $2\cosh X\cosh Y=\cosh(X+Y)+\cosh(X-Y)$, the numerator is
\begin{equation}
|\Gamma(c)\Gamma(c-A-B)|^2=\frac{\pi^2}{\cosh\frac{\pi(\mu-\delta)}{2}\cosh\frac{\pi(\mu+\delta)}{2}}=\frac{2\pi^2}{D},\qquad D=\cosh\pi\mu+\cosh\pi\delta .
\end{equation}
In the denominator $c-A=\tfrac12-\tfrac{s+i\delta}{2}$ and $c-B=\tfrac12+\tfrac{s-i\delta}{2}$. For real $s$ each factor pairs with the conjugate of the other, since $(c-B)^*=\tfrac12+\tfrac{s+i\delta}{2}$ and $(c-A)^*=\tfrac12-\tfrac{s-i\delta}{2}$:
\begin{equation}
|\Gamma(c-A)\Gamma(c-B)|^2=\frac{\pi^2}{\cos\frac{\pi(s+i\delta)}{2}\cos\frac{\pi(s-i\delta)}{2}}=\frac{2\pi^2}{\cos\pi s+\cosh\pi\delta}.
\end{equation}
For $a<\mu$ write $s=i\sigma$, $\sigma=\sqrt{\mu^2-a^2}$. Both arguments have real part $1/2$ and imaginary parts $-(\delta\pm\sigma)/2$, each factor pairs with its own conjugate, and the product is $2\pi^2/(\cosh\pi\delta+\cosh\pi\sigma)$. This is the same expression with $\cos i\pi\sigma=\cosh\pi\sigma$. Dividing,
\begin{equation}
1-P=\frac{\cosh\pi\delta+\cos\pi s}{D},\qquad
P=\frac{\cosh\pi\mu-\cos\pi s}{\cosh\pi\mu+\cosh\pi\delta}.
\label{main}
\end{equation}
The result is even in $\delta$. On a grid of 144 parameter sets, direct integration of the Schr\"odinger equation in the carrier frame agrees with (\ref{main}) to $3.5\times10^{-10}$ in $P$, as the numerical output shows.

Q. Does it reduce to something I can check by hand?

A. At $a=0$, $\sigma=\mu$ and $P=0$. At $\mu=0$, $s=a$, and the half-angle formulas give the Rosen--Zener result $P=\sin^2(\pi a/2)\operatorname{sech}^2(\pi\delta/2)$. On resonance this is a rotation through the pulse area $\int w\,d\tau=\pi a$, with full dependence on amplitude. At $\delta=0$ and any $\mu$, $1-P=\cos^2(\pi s/2)\operatorname{sech}^2(\pi\mu/2)$.

\section{Amplitude}

Q. Then the claim is false. The cosine in (\ref{main}) oscillates with $a$ for ever.

A. As a strict statement it is false, and (\ref{main}) shows what holds instead. As $a$ grows from 0 to $\mu$, $\cosh\pi\sigma$ falls from $\cosh\pi\mu$ to 1, and as $s$ grows from 0 to 1, $\cos\pi s$ falls on to $-1$. So $P$ rises monotonically up to $a=\sqrt{\mu^2+1}$. For $a\ge\mu$ the cosine is bounded:
\begin{equation}
\frac{\cosh\pi\mu-1}{D}\le P\le\frac{\cosh\pi\mu+1}{D},
\end{equation}
with the upper value reached at odd $s$ and the lower at even $s$. The ripple, peak to peak in $P$, is $2/D$. It is largest on resonance, where it equals $2/(\cosh\pi\mu+1)=\operatorname{sech}^2(\pi\mu/2)$, about $4e^{-\pi\mu}$ for large $\mu$. Its values are 0.1588, $7.44\times10^{-3}$ and $6.03\times10^{-7}$ for $\mu=1,2,5$. The insensitivity comes from the sweep: a bounded cosine is compared with $\cosh\pi\mu$. The point $a=\mu$, peak nutation frequency equal to half the total sweep, is the analytic threshold where the amplitude term turns from exponential to bounded.

Q. For a wide sweep that threshold is a large amplitude. Must I reach it?

A. Not if a finite error $\epsilon$ in $1-P$ is accepted. On resonance and below $a=\mu$, setting $1-P=\epsilon$ in (\ref{main}) gives
\begin{equation}
\cosh\pi\sigma_\epsilon=\epsilon(\cosh\pi\mu+1)-1,\qquad a_\epsilon=\sqrt{\mu^2-\sigma_\epsilon^2}.
\label{thr}
\end{equation}
A real solution needs the right side to be at least 1, which means $\epsilon\ge\operatorname{sech}^2(\pi\mu/2)$. The error is then at most $\epsilon$ for all $a\ge a_\epsilon$, by monotonicity up to $a=\mu$ and by the ripple bound beyond. For the scaling, take $\pi(\mu-|\delta|)\gg1$ and $\pi\sigma\gg1$, so that $D\simeq e^{\pi\mu}/2$ and $\cosh\pi\sigma\simeq e^{\pi\sigma}/2$:
\begin{equation}
1-P\simeq2e^{-\pi\mu}\cosh\pi\delta+e^{-\pi(\mu-\sigma)},\qquad
\mu-\sigma=\frac{a^2}{\mu+\sigma}=\frac{a^2}{2\mu}+\frac{a^4}{8\mu^3}+\dots
\label{split}
\end{equation}
The expansion is that of $\mu[1-\sqrt{1-a^2/\mu^2}]$. To leading order in $a^2/\mu^2$ the second term is $e^{-\pi a^2/2\mu}$, and the threshold is $a_{\rm LZ}=\sqrt{(2\mu/\pi)\ln(1/\epsilon)}$, which grows as $\sqrt\mu$. Because $\mu+\sigma<2\mu$, the full exponent exceeds its leading term, and in this regime $a_{\rm LZ}$ overestimates $a_\epsilon$.

For the untruncated pulse, the exact inversion probability shows that the claim is strictly false, but above $a=\mu$ the amplitude enters only through a bounded ripple, and a finite error $\epsilon$ can be reached at a lower amplitude. What remains is to explain why the amplitude term in (\ref{split}) does not depend on offset, to find the inversion band, and to treat a pulse of finite length, with a numerical case.
